\section*{Interface Thermal Conductance from Equilibrium Fluctuations of the Interfacial Power}

\section{Definitions and conventions}

A plane of area $A$ divides a closed system. Its Hamiltonian is split as $H=E_L+E_R$, where the energy of the bonds crossing the plane is given to either side, or shared, by a fixed rule. The power into the right side is
\begin{equation}
P=\dot E_R=-\dot E_L ,
\end{equation}
the second equality being conservation of $H$. Thermal averages at temperature $T$ are written $\langle\cdots\rangle$, and $\beta=1/k_BT$. Since $\langle E_R\rangle$ is stationary, $\langle P\rangle=0$. SI units are used, with conductances in MW/(m$^2$\,K).

The quantity studied is the running integral
\begin{equation}
\mathcal G(t)=\frac{1}{Ak_BT^2}\int_0^t\langle P(s)P(0)\rangle\,ds .
\label{run}
\end{equation}
The conductance $G$ is the plateau of $\mathcal G(t)$. It equals the integral to infinite time if the reservoirs are made infinite first and carry heat away without a growing resistance. The temperature difference that belongs to this $G$ is that between the two reservoirs, not the local jump at the plane.

\section{Simple case: a classical closed system}

Prepare the left side at $T+\Delta T$ and the right side at $T$. To first order $1/[k_B(T+\Delta T)]=\beta-\epsilon$ with $\epsilon=\Delta T/(k_BT^2)$, so the initial density is
\begin{equation}
\rho\propto e^{-(\beta-\epsilon)E_L-\beta E_R}=e^{-\beta H+\epsilon E_L}
\simeq e^{-\beta H}(1+\epsilon E_L).
\label{prep}
\end{equation}
The change of normalization multiplies $\langle P\rangle=0$ and drops out. The system then evolves under the full $H$, and the mean power is
\begin{equation}
\overline{P(t)}=\epsilon\langle P(t)E_L(0)\rangle=\epsilon\langle P(0)E_L(-t)\rangle ,
\end{equation}
by stationarity. Integrating $\dot E_L=-P$ from $-t$ to $0$ gives $E_L(-t)=E_L(0)+\int_{-t}^0P(s)\,ds$. The first term does not contribute, because $\langle E_L^2\rangle$ is constant:
\begin{equation}
0=\frac{d}{dt}\langle E_L(t)^2\rangle=2\langle\dot E_LE_L\rangle=-2\langle PE_L\rangle .
\end{equation}
In the second term $\langle P(0)P(-s)\rangle=\langle P(s)P(0)\rangle$, so
\begin{equation}
\overline{P(t)}=\frac{\Delta T}{k_BT^2}\int_0^t\langle P(s)P(0)\rangle ds
=A\,\mathcal G(t)\,\Delta T .
\label{identity}
\end{equation}
This holds at every time and for any system size, to first order in $\Delta T$. The factor $1/T^2$ comes from differentiating the $1/T$ in the Boltzmann weight.

If both sides are warmed equally, $\epsilon E_L$ is replaced by a multiple of $H$. Then $\langle P(t)H\rangle=\frac{d}{dt}\langle E_R(t)H\rangle=0$, because $H$ is constant and the state stationary. Only the temperature difference drives power.

\textbf{Limit of short times.} Here $\mathcal G(t)\simeq t\langle P^2\rangle/(Ak_BT^2)$. The power starts from zero and grows linearly: the prepared state has two temperatures but no current yet.

\textbf{Limit of long times.} Averaging $\mathcal G(t)=\langle P(t)E_L(0)\rangle/(Ak_BT^2)$ over a time $\tau$ gives
\begin{equation}
\frac1\tau\int_0^\tau\mathcal G\,dt=
\frac{\langle[E_R(\tau)-E_R(0)]E_L(0)\rangle}{\tau Ak_BT^2}\to0 ,
\end{equation}
since energy covariances in a finite system are bounded. The two sides cannot exchange energy in one direction for ever. A conductance must therefore be read before the finite reservoirs respond.

\section{Generalization to quantum mechanics}

$E_L$ and $H$ need not commute, so the exponential in (\ref{prep}) is expanded as
\begin{equation}
e^{-\beta H+\epsilon E_L}\simeq e^{-\beta H}\Big[1+\epsilon\int_0^1\!du\,
e^{u\beta H}E_Le^{-u\beta H}\Big].
\end{equation}
This suggests Kubo's canonical correlation,
\begin{equation}
\langle X;Y\rangle=\int_0^1\!du\,\mathrm{Tr}\big[\rho_{\rm eq}e^{u\beta H}Ye^{-u\beta H}X\big]
-\langle X\rangle\langle Y\rangle .
\end{equation}
It is stationary. Cyclic permutation under the trace and $u\to1-u$ show that $\langle X;Y\rangle=\langle Y;X\rangle$. These are the properties used in the classical argument, so (\ref{identity}) holds with $\langle P(s);P(0)\rangle$. Time-reversal symmetry was not needed.

This was tested on five spins with random pair couplings and random fields, the fields breaking time-reversal symmetry, at $T=2$ in units $\hbar=k_B=1$. The power per unit $\Delta T$ was found by preparing the two-temperature state explicitly. At times 0.2, 0.7 and 2.0 it is $0.666448$, $0.021117$ and $-0.013039$, and the fluctuation integral gives the same digits. The negative value shows how little the response of a small system resembles a conductance.

For the plateau, the ordinary symmetrized correlation may replace the canonical one. Between eigenstates $m,n$ with populations $p_m,p_n$ and $\hbar\omega=E_n-E_m$, the canonical weight is $(p_m-p_n)/(\beta\hbar\omega)$ and the symmetrized weight is $(p_m+p_n)/2$. With $p_n=p_me^{-\beta\hbar\omega}$ their ratio is
\begin{equation}
\frac{\text{symmetrized}}{\text{canonical}}=\frac{\beta\hbar\omega}{2}\coth\frac{\beta\hbar\omega}{2}\to1
\quad(\omega\to0).
\end{equation}
The integral over all times selects $\omega=0$, so both correlations give the same $G$ if the spectrum is continuous there. At finite $t$ they differ.

\section{Does the division of energy matter?}

Move a local energy $W$ across the plane: $E_L'=E_L+W$ and $P'=P-\dot W$. Since $Ak_BT^2\mathcal G(t)=\langle P(t);E_L\rangle$, and $\langle\dot W(t);E_L\rangle=-\langle W(t);\dot E_L\rangle=\langle W(t);P\rangle$,
\begin{equation}
Ak_BT^2(\mathcal G'-\mathcal G)=\langle P(t);W\rangle-\langle W(t);P\rangle-\langle\dot W(t);W\rangle .
\end{equation}
Each term correlates local quantities at separation $t$. If such correlations die out, the plateau is independent of the division. An undamped vibration localized at the interface would violate this condition.

\section{A harmonic interface}

Take a simple cubic lattice of spacing $a_0$ with equal bond stiffness $k$ for all three displacement components, masses $m_L$ and $m_R$, and stiffness $k_i$ for bonds across the plane. A transverse wavevector $(k_x,k_y)$ reduces the lattice to independent chains with an extra on-site stiffness $kw$, where
\begin{equation}
w=4-2\cos k_xa_0-2\cos k_ya_0 .
\end{equation}
Different chains are uncorrelated, so their power correlations add.

In one chain let atoms 0 and 1 face each other. Giving the bond energy to the left, $P=Fv_1$ with $F=k_i(u_0-u_1)$. For Gaussian fluctuations the connected correlation is the sum of the two cross pairings:
\begin{equation}
C(t)=\langle F(t)F\rangle\langle v_1(t)v_1\rangle+\langle F(t)v_1\rangle\langle v_1(t)F\rangle .
\label{wick}
\end{equation}

\subsection{The surface response}

With time factor $e^{-i\omega t}$, the bulk equation of motion gives $m_L\omega^2=k(w+2-2\cos q)$ on the left, and the same with $m_R,p$ on the right. An end atom that emits a wave into the left side sees a neighbour of amplitude $e^{iq}u_0$. Without the interface bond its dynamic stiffness is
\begin{equation}
k(1+w)-m_L\omega^2-ke^{iq}=-k(1-e^{-iq})\equiv-a ,
\end{equation}
where the dispersion relation removed $m_L\omega^2$. On the right the stiffness is $-b$, with $b=k(1-e^{-ip})$. Restoring the bond gives
\begin{equation}
D=\begin{pmatrix}k_i-a&-k_i\\-k_i&k_i-b\end{pmatrix},\qquad
\det D=ab-k_i(a+b).
\end{equation}
Let $R=D^{-1}$ be the response and $M=\mathrm{Im}\,R$. Because $D$ is symmetric,
\begin{equation}
M=\frac{R-R^*}{2i}=-R\,(\mathrm{Im}D)\,R^* .
\end{equation}
Since $\mathrm{Im}D=-\mathrm{diag}(k\sin q,k\sin p)$ for propagating waves,
\begin{equation}
\det M=\frac{k^2\sin q\sin p}{|\det D|^2} .
\end{equation}
If either side is evanescent, its entry in $\mathrm{Im}D$ and hence $\det M$ vanish.

\subsection{The time integral}

The fluctuation--dissipation theorem gives the transform of $\langle u_i(t)u_j\rangle$ as $S_{ij}(\omega)=2\hbar(1+n)M_{ij}$, with $n=1/(e^{\beta\hbar\omega}-1)$. Because $1+n(-\omega)=-n(\omega)$ and $M$ is odd, $S_{ij}(-\omega)=2\hbar nM_{ij}(\omega)$. A velocity in the second position contributes $i\omega$, and one in the first $-i\omega$. Using $\int XY\,dt=\int\tilde X(\omega)\tilde Y(-\omega)\,d\omega/2\pi$ in (\ref{wick}),
\begin{equation}
\int_{-\infty}^{\infty}\!\!C\,dt=\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,4\hbar^2\omega^2n(n+1)
\big[M_{FF}M_{11}-M_{F1}^2\big].
\end{equation}
The minus sign is $(i\omega)(i\omega)/\omega^2$, since the second factor is evaluated at $-\omega$. Inserting $F$, the bracket is
\begin{align}
&k_i^2\big[(M_{00}+M_{11}-2M_{01})M_{11}-(M_{01}-M_{11})^2\big]\nonumber\\
&\qquad=k_i^2(M_{00}M_{11}-M_{01}^2)=k_i^2\det M .
\end{align}
Since $C(-t)=C(t)^*$, the real part of $C$, which is the symmetrized correlation, is even in $t$, and its integral from zero is half the integral over all times; the imaginary part is odd and does not enter $G$. The frequency integrand is even. With $x=\beta\hbar\omega$ and $n(n+1)=1/(4\sinh^2\frac x2)$, the conductance of one chain is
\begin{equation}
\sigma=\int_0^\infty\!\frac{d\omega}{2\pi}\,k_B\frac{x^2}{4\sinh^2(x/2)}\,\mathcal T,\quad
\mathcal T=\frac{4k^2k_i^2\sin q\sin p}{|ab-k_i(a+b)|^2}.
\label{sigma}
\end{equation}
For the lattice, $G=(3/A)\sum_{k_x,k_y}\sigma$.

\subsection{$\mathcal T$ is a transmission probability}

Send a wave of unit amplitude from the left, so $u_0=1+r$. The force of the interface bond on atom 0 must replace that of the missing bulk bond:
\begin{equation}
k_i(u_1-u_0)=k(e^{iq}-1)+rk(e^{-iq}-1)=-a^*-ra .
\end{equation}
With $r=u_0-1$ this reads $(k_i-a)u_0-k_iu_1=a^*-a=-2ik\sin q$. The second row of $D$ has no source, so $u_1=-2ikk_i\sin q/\det D$. The energy flux of a wave is proportional to $k\omega\sin q$ times its squared amplitude, and $|u_1|^2\sin p/\sin q$ is $\mathcal T$ in (\ref{sigma}). Fluctuations and scattering therefore give the same conductance.

\subsection{Limit: no interface at all}

For equal masses and $k_i=k$, $a=b$ and $|a^2-2ka|=k|a||2-a/k|=k^2|1-e^{-2iq}|=2k^2|\sin q|$, so $\mathcal T=1$. For $w=0$ the band ends at $2\Omega$, with $\Omega=\sqrt{k/m_L}$, and the classical conductance is
\begin{equation}
\sigma=\frac{k_B}{2\pi}\,2\Omega=\frac{k_B\Omega}{\pi}.
\end{equation}
With the silicon parameters below this is 120.39 pW/K, and the time integral of the fluctuations reproduces it to a ratio of 1.0000. An imaginary plane in a perfect crystal thus has a finite $G$, because the reservoirs can emit energy only at a finite rate.

\section{Worked case: silicon and germanium masses}

The parameters are $a_0=0.27$ nm, $T=300$ K, masses 28.085 and 72.63 u, $k=35$ N/m and $k_i=30$ N/m. The sound speeds, $a_0\sqrt{k/m}$, are 7397 and 4600 m/s. The time correlation was summed from vibrational modes with 200 layers per side and a periodic transverse cell of $6\times6$ atoms, $A=2.6244$ nm$^2$. The first echo from the ends returns at 14.6 ps.

With the bond energy halved, the root-mean-square power is $0.423\ \mu$W, and the integral up to 10 ps is $4.2837\times10^{-28}$ W$^2$\,s. Hence
\begin{equation}
G=\frac{4.2837\times10^{-28}}{(2.6244\times10^{-18})(1.3806\times10^{-23})(300)^2}
=1.314\times10^8\ \frac{\rm W}{\rm m^2K},
\end{equation}
or 131.4 MW/(m$^2$\,K). Equation (\ref{sigma}), summed over the same wavevectors, gives 131.35. Giving the bond energy to the left, to both or to the right yields 131.36 each time.

The plateau is not approached monotonically. The short-time law predicts 549 MW/(m$^2$\,K) at 10 fs, where the integral is 464. It reaches 617 at 50 fs, is down to 67 at 200 fs, and passes through 131.5 at 500 fs while still oscillating, up to 9 per cent above the plateau between 400 and 600 fs; beyond 1 ps it stays within about 1 per cent. These values are for the symmetrized correlation. The power after a two-temperature preparation follows the canonical one, which is smaller at the earliest times. In both cases the large early values belong to the transient, not to the plateau; stopping the symmetrized integral at 50 fs would overestimate this plateau almost fivefold. The early values also depend on how the bond energy is divided, and those quoted are for the halved bond.

No mode of these chains lies outside the two bulk bands, so none is localized at the interface. With $k_i=2.5k$ such modes do appear, in every chain examined, and the decay assumed for the plateau fails. The running integral then keeps oscillating, by several times the conductance, about a mean close to the value given by (\ref{sigma}).

\textbf{A finite-size trap.} Holding both ends of a chain fixes its length. Let $S$ be the sum of bond compliances. Classically, a fixed total elongation adds $-k_BT/S$ to the covariance of all bond forces. This uniform tension is static, so it multiplies $\int_0^\infty\langle v_1(t)v_1\rangle dt=k_BT/(Z_L+Z_R)$, where $Z=\sqrt{km}$ is the force per velocity of an emitted long wave. For $w=0$ the conductance falls by
\begin{equation}
\delta\sigma=\frac{k_B}{S(Z_L+Z_R)} .
\end{equation}
The formula gives 0.3615 pW/K and the mode sum 0.3614. The chains above therefore have one free end. In a closed classical chain with 20 layers per side, the mean of the running integral over 400 ps is 0.3 per cent of the plateau, as the vanishing long-time mean requires.

\subsection{From the small cell to a wide interface}

A fine mesh of transverse wavevectors in (\ref{sigma}) gives $G=113.6$ MW/(m$^2$\,K). The $6\times6$ cell is 16 per cent higher, relative to this value, because it samples few wavevectors, among them $k_x=k_y=0$. The sign of the error depends on the sampling: the same mesh shifted by half a step gives 106. The two bands overlap only if $w/m_L<(w+4)/m_R$, that is,
\begin{equation}
w<\frac{4}{m_R/m_L-1}=2.52 ,
\end{equation}
while $w$ ranges up to 8. Many transverse channels are closed, and in the open ones the two bands overlap only in part. Both effects help to keep $G$ far below the matched-plane values of 1788 (light side) and 1261 (heavy side).

Classical statistics would give 118.6, which is 4 per cent too high. With all else fixed, making the interface bond 20 per cent softer gives 107.0, and 20 per cent stiffer 114.7.

\section{Which temperature difference?}

Let $M_L$ and $M_R$ now denote the matched-plane conductances of the two bulks, and measure the reservoir temperatures $\theta_L,\theta_R$ from $T$. On the left, carriers arriving at the interface bring an excess flux $M_L\theta_L$, and those leaving it carry $M_L\theta_L-J$. Defining the local temperature by the mean of these fluxes gives $\theta_L-J/2M_L$; on the right it is $\theta_R+J/2M_R$. Dividing the difference by $J=G(\theta_L-\theta_R)$,
\begin{equation}
\frac1{G_{\rm jump}}=\frac1G-\frac12\Big(\frac1{M_L}+\frac1{M_R}\Big).
\end{equation}
For the matched plane the right side is zero: no local jump. Here it gives $G_{\rm jump}=123.0$ MW/(m$^2$\,K), 8 per cent above $G$. The flux-weighted temperature is a definition; another local thermometer would give another correction.

\section{Reservoirs that scatter}

In real crystals phonons scatter, and the material beside the interface eventually cools or warms. Let each side have conductivity $\kappa$, heat capacity $c$ per volume and effusivity $e=\sqrt{\kappa c}$. The Laplace transform of the heat equation has the decaying solution $e^{-z\sqrt{sc/\kappa}}$, so a flux $\tilde J$ shifts the surface temperature by $\tilde J/(e\sqrt s)$. The interface law becomes
\begin{equation}
\tilde J=G_{\rm jump}\Big[\frac{\Delta T}{s}-\frac{\tilde J}{\sqrt s}\Big(\frac1{e_L}+\frac1{e_R}\Big)\Big].
\end{equation}
With $g=G_{\rm jump}(1/e_L+1/e_R)$, $\tilde J=G_{\rm jump}\Delta T/[\sqrt s(\sqrt s+g)]$. The function $h=e^{g^2t}\mathrm{erfc}(g\sqrt t)$ obeys $h'=g^2h-g/\sqrt{\pi t}$ and $h(0)=1$. Its transform satisfies $(s-g^2)\tilde h=(\sqrt s-g)/\sqrt s$, which is the required form. Thus
\begin{equation}
\mathcal G(t)=G_{\rm jump}\,e^{g^2t}\,\mathrm{erfc}(g\sqrt t).
\end{equation}
A discretized heat equation with $\kappa=(1,0.5)$, $c=(1,0.8)$ and $G_{\rm jump}=1$ gives a flux of 0.33630 at $t=0.3$; the formula gives 0.33629.

At long times $\mathcal G\to G_{\rm jump}/(g\sqrt{\pi t})$. With infinite diffusive sides the integral to infinity is therefore zero, although the interface conducts. Rough conductivities of 150 and 60 W/(m\,K) and the model's classical heat capacity of 2.10 MJ/(m$^3$\,K) give $1/g^2=3.1$ ns. The diffusive factor is 0.83 at 100 ps and 0.58 at 1 ns. With the sound speed for $v$, the kinetic estimate $3\kappa/(cv^2)$ gives a phonon relaxation time near 4 ps on both sides. Most lattice waves travel more slowly than sound, so this is a low estimate of the average (the mode average of $v^2$ is about 0.3 of the sound value, which gives about 12 ps), and in real crystals the long waves relax more slowly still. The reservoir value $G$ is thus to be read between about 1 ps and a few picoseconds. The diffusive formula applies only well after the phonons that carry most of the heat have relaxed.

\section{Reading the result for a chip}

For an assumed steady flux of 1 GW/m$^2$ through the interface, the local jump in this model is $10^9/(1.230\times10^8)=8.1$ K. This is small compared with 300 K, as linear response requires. The model interface resists like $150/(1.230\times10^8)$ m, or 1.2 $\mu$m, of silicon with bulk conductivity.

Published estimates for clean silicon--germanium interfaces are often a few hundred MW/(m$^2$\,K), a rough figure, so the model's 114 (123 where the estimate refers to the local jump) is probably low. Its masses are real, but its three equally fast polarizations are not: transverse sound in both crystals is slower than longitudinal. Real interfaces also break the assumption of elastic transmission at conserved transverse wavevector, through atomic mixing, uneven strain from lattice mismatch and anharmonic scattering. These can open the closed channels; that they account for the difference is a conjecture. The smaller matched-plane value, 1261, is a rough ceiling for such gains in the reservoir value $G$ (not in $G_{\rm jump}$), eleven times the present $G$, and not an estimate of them. Elastic mixing alone has a lower ceiling, about 550 in this model, because at each frequency the side with fewer open channels limits the transfer. Mixing, mismatch and electrons are not sized here. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Spin test: time, power per dT direct, from fluctuations (hbar=kB=1)
  0.2  0.666448  0.666448
  0.7  0.021117  0.021117
  2.0  -0.013039  -0.013039
Spacing 0.27 nm; temperature 300 K
Bulk, interface stiffness: 35, 30 N/m
Masses: 28.085, 72.63 u
Sound speeds: 7397, 4600 m/s
Supercell 6 x 6 atoms, area 2.6244 nm^2
Layers per side 200; first echo at 14.6 ps
Rms power, bond energy halved: 0.423 uW
Time integral of correlation: 4.2837e-28 W^2 s
Running G, supercell, bond energy halved:
  t =    10 fs: 463.9 MW/(m^2 K)
  t =    20 fs: 576.1 MW/(m^2 K)
  t =    50 fs: 617.1 MW/(m^2 K)
  t =   100 fs: 528.9 MW/(m^2 K)
  t =   200 fs: 67.3 MW/(m^2 K)
  t =   500 fs: 131.5 MW/(m^2 K)
  t =  1000 fs: 132.6 MW/(m^2 K)
  t = 10000 fs: 131.4 MW/(m^2 K)
Plateau for bond energy left, halved, right: 131.36, 131.36, 131.36 MW/(m^2 K)
Scattering, same supercell: 131.35 MW/(m^2 K)
Classical chain, fluctuation/scattering: 1.00001
Matched chain, fluctuation/scattering: 1.00000
Matched chain conductance: 120.39 pW/K
Loss if both ends are held: 0.3614, formula 0.3615 pW/K
Closed chain, mean over 400 ps / plateau: 0.0027
Wide interface G: 113.6 MW/(m^2 K)
Wide interface G, classical: 118.6 MW/(m^2 K)
G, interface bond 20% softer: 107.0 MW/(m^2 K)
G, interface bond 20% stiffer: 114.7 MW/(m^2 K)
Ballistic bulk, light side: 1787.7 MW/(m^2 K)
Ballistic bulk, heavy side: 1260.5 MW/(m^2 K)
G for the local jump: 123.0 MW/(m^2 K)
Rough conductivities: 150, 60 W/(m K)
Classical heat capacity: 2.10 MJ/(m^3 K)
Phonon relaxation times: 3.9, 4.0 ps
Diffusive decay time 1/g^2: 3.130 ns
  diffusive K/G_jump at 10 ps: 0.939
  diffusive K/G_jump at 100 ps: 0.826
  diffusive K/G_jump at 1000 ps: 0.584
Heat equation test: 0.33630, formula 0.33629 (no unit)
Equivalent silicon thickness: 1219 nm
Local jump at 1 GW/m^2: 8.13 K
\end{verbatim}
